# Gibbs adsorption and the convex-hull dual of surface phase diagrams

A flat surface of a pure solid M is in equilibrium with a pure gas of the element X. X does not dissolve in the solid, and M does not evaporate. The temperature is \(T\), the pressure is \(p\), and \(\mu\) is the chemical potential per X **atom**; for a gas of X\(_2\) it is half the molecular chemical potential. The area \(A\) is enlarged by adding more surface of the same kind, not by stretching the solid, and \(\gamma\) is the reversible work per added area. \(A\) is counted as the number of surface cells times a fixed cell area, so thermal expansion or compression of the lattice does not change it. Boltzmann's constant is \(k\). For a slab with two equal faces, \(A\) is the area of both.

## (a) The adsorption equation

**Problem.** Find how \(\gamma\) responds to changes of \(T\) and \(\mu\), and show that the coefficients do not depend on how much bulk solid or gas is included in the box.

**Solution.** For the whole box, with volume \(V\), entropy \(S\) and atom numbers \(N_M,N_X\),
\[
dU=T\,dS-p\,dV+\mu_M\,dN_M+\mu\,dN_X+\gamma\,dA .
\]
Placing identical boxes side by side multiplies \(U,S,V,N_M,N_X,A\) by the same factor and leaves \(T,p,\mu_M,\mu,\gamma\) unchanged. Adding up such pieces gives
\[
U=TS-pV+\mu_MN_M+\mu N_X+\gamma A .
\]
Differentiating this and subtracting the first equation leaves
\[
A\,d\gamma=-S\,dT+V\,dp-N_M\,d\mu_M-N_X\,d\mu .
\]

The four differentials on the right are not independent, because each bulk phase has its own Gibbs–Duhem relation. Let \(s_s,v_s\) be the entropy and volume per atom of the solid, and \(s_g,v_g\) those per X atom of the gas:
\[
d\mu_M=-s_s\,dT+v_s\,dp,\qquad d\mu=-s_g\,dT+v_g\,dp .
\]
The first relation removes \(d\mu_M\):
\[
A\,d\gamma=-(S-N_Ms_s)\,dT+(V-N_Mv_s)\,dp-N_X\,d\mu .
\]
The volume not taken by bulk solid would hold
\[
N_g=\frac{V-N_Mv_s}{v_g}
\]
X atoms if it were filled with uniform gas. The second relation gives \(v_g\,dp=d\mu+s_g\,dT\), so the pressure term is \(N_g\,d\mu+N_gs_g\,dT\). Therefore
\[
\boxed{d\gamma=-s\,dT-\Gamma\,d\mu},
\]
\[
\Gamma=\frac{N_X-N_g}{A},\qquad s=\frac{S-N_Ms_s-N_gs_g}{A}.
\]

Adding \(\delta\) atoms of gas raises \(N_X\) and \(N_g\) by \(\delta\) and \(S\) by \(s_g\delta\). Adding \(\delta\) atoms of solid raises \(V\) by \(v_s\delta\), leaves \(N_g\) unchanged and raises \(S\) by \(s_s\delta\). Neither changes \(\Gamma\) or \(s\). The coverage \(\Gamma\) is thus an excess, and it can be negative.

## (b) The straight lines of a surface phase diagram

**Problem.** Express \(\gamma\) through Helmholtz free energies. When is it a straight line in \(\mu\) for a surface of fixed composition?

**Solution.** Let \(F=U-TS\) for the box, and let \(\phi_s,\phi_g\) be the bulk Helmholtz energies per atom. Then \(\mu_M=\phi_s+pv_s\) and \(\mu=\phi_g+pv_g\). Since \(V=N_Mv_s+N_gv_g\),
\[
pV=N_M(\mu_M-\phi_s)+N_g(\mu-\phi_g).
\]
The expression for \(U\) in (a) gives \(\gamma A=F+pV-\mu_MN_M-\mu N_X\). Inserting \(pV\) cancels the \(\mu_M\) terms:
\[
\gamma=f-\Gamma\mu,\qquad f=\frac{F-N_M\phi_s-N_g\phi_g}{A}.
\]

In general \(f\) and \(\Gamma\) vary with \(\mu\) at fixed \(T\), because \(\mu\) sets the gas density and the pressure. Suppose now that the gas is so dilute that \(N_g\) is negligible in the surface region, and that the effect of pressure on the solid and the adsorbed layer is negligible too. A surface phase \(i\) of fixed composition then has constant \(f_i\) and \(\Gamma_i\), and
\[
\gamma_i(\mu)=f_i-\Gamma_i\mu .
\]
The energies of a slab and of the bulk solid, with vibrational free energies added where they matter, supply \(f_i\). This dilute limit is assumed below unless stated otherwise.

## (c) The response of one phase

**Problem.** Let the composition of a phase fluctuate. Determine the sign of \(\partial\Gamma/\partial\mu\) at fixed \(T\), and find a case outside the dilute limit where the sign is reversed.

**Solution.** Let \(Z_N\) be the partition function of the surface with \(N\) adsorbed atoms, divided by that of the clean surface. In the dilute limit \(Z_N\) does not depend on \(\mu\), and
\[
\gamma=\gamma_{\rm clean}-\frac{kT}{A}\ln\Xi,\qquad
\Xi=\sum_N Z_N e^{\mu N/kT}.
\]
One derivative brings down \(N/kT\), so \(\Gamma=-\partial\gamma/\partial\mu=\langle N\rangle/A\). In the next derivative, both the numerator and the normalization of \(\langle N\rangle\) vary:
\[
\frac{\partial\Gamma}{\partial\mu}
=\frac{\langle N^2\rangle-\langle N\rangle^2}{A\,kT}\ge0 .
\]
Hence \(\partial^2\gamma/\partial\mu^2\le0\): the branch is concave. With fixed composition the variance vanishes and the line of (b) returns.

The dilute limit matters. Consider an ideal monatomic gas of density \(n\) whose atoms are kept out of a layer of thickness \(d\) next to the solid. Then \(N_X=N_g-nAd\), so \(\Gamma=-nd\). At fixed \(T\), \(n\propto e^{\mu/kT}\), and
\[
\frac{\partial\Gamma}{\partial\mu}=-\frac{nd}{kT}<0 .
\]
The excess falls because the missing layer would have held ever more gas. The sign stays negative however small \(n\) is. The term is of size \(nd\), and the dilute limit drops it only because \(nd\) is negligible next to the coverage of a bound layer; on a surface that binds nothing, it is all there is.

## (d) The stable envelope

**Problem.** Several surface phases compete. Show that the stable surface free energy is concave in \(\mu\) and that the coverage cannot fall. What survives if the separate branches are not concave?

**Solution.** At given \(T\) and \(\mu\) the bulk contributions are the same for all phases, so the stable phase has the lowest \(\gamma_i\):
\[
\gamma(\mu)=\min_i\gamma_i(\mu).
\]
Take \(0\le t\le1\) and \(\mu_t=t\mu_1+(1-t)\mu_2\). Each branch is straight or concave, so
\[
\gamma_i(\mu_t)\ge t\gamma_i(\mu_1)+(1-t)\gamma_i(\mu_2)
\ge t\gamma(\mu_1)+(1-t)\gamma(\mu_2).
\]
The second inequality holds because no branch lies below the envelope. The right side does not depend on \(i\), so the bound also holds for the lowest branch:
\[
\boxed{\gamma(t\mu_1+(1-t)\mu_2)\ge t\gamma(\mu_1)+(1-t)\gamma(\mu_2)} .
\]
The slope of a concave function cannot increase. That slope is \(-\Gamma\), so \(\Gamma\) cannot decrease.

For phases of fixed composition this can be seen directly. If phase 1 is stable at \(\mu_1\) and phase 2 at \(\mu_2\), then
\[
f_1-\Gamma_1\mu_1\le f_2-\Gamma_2\mu_1,\qquad
f_2-\Gamma_2\mu_2\le f_1-\Gamma_1\mu_2 .
\]
Adding the two and cancelling \(f_1+f_2\) gives \((\Gamma_2-\Gamma_1)(\mu_2-\mu_1)\ge0\). "Rises" therefore means "does not fall": the coverage is constant on plateaus and jumps between them.

The upward jump needs no concavity. If \(b\) replaces \(a\) as \(\mu\) increases, \(\gamma_b-\gamma_a\) passes from positive to negative. Its slope at the crossing, \(-(\Gamma_b-\Gamma_a)\), is then not positive, so \(\Gamma_b\ge\Gamma_a\).

A small model outside the dilute limit shows both behaviours. Gas atoms occupy a chain of 40 sites, at most one per site, with an attraction \(kT\) between neighbours. One kind of surface raises the energy on each end site by \(3kT\). The other lowers it by \(2kT\), but costs \(0.3kT\) more for the two ends together. Transfer matrices give the site occupations, from which the bulk occupation is subtracted. Along the stable branch the excess of both ends falls from \(-0.005\) atoms at \(\mu=-6kT\) to \(-0.044\) near \(\mu=-3.85kT\). There the surface changes and the excess jumps up to \(0.244\).

The theorem concerns an isotherm. Heating at fixed pressure changes both \(T\) and \(\mu\), and concavity in \(\mu\) alone does not fix the sign of the total change.

## (e) The convex hull

**Problem.** Plot the fixed-composition phases as points \((\Gamma_i,f_i)\). Relate their lower convex hull to \(\gamma(\mu)\), and find the transition potentials and the meaning of the height of a point above the hull.

**Solution.** Let phases cover fractions \(w_i\ge0\) of the surface, \(\sum_iw_i=1\), and neglect the energy of the boundaries between them. The lower hull is
\[
H(\Gamma)=\min_{w}\sum_iw_if_i\quad\text{with}\quad\sum_iw_i\Gamma_i=\Gamma .
\]
For any such mixture
\[
\sum_iw_if_i-\mu\Gamma=\sum_iw_i(f_i-\Gamma_i\mu)\ge\gamma(\mu),
\]
with equality when all the weight is on a stable phase. Hence
\[
\gamma(\mu)=\min_\Gamma\,[H(\Gamma)-\Gamma\mu].
\]

For the inverse, the same inequality gives \(\gamma(\mu)+\mu\Gamma\le H(\Gamma)\) for every \(\mu\). It remains to find a \(\mu\) that gives equality. Let \(\Gamma\) lie between neighbouring hull vertices \(a\) and \(b\), and take the slope of their edge,
\[
\mu_{ab}=\frac{f_b-f_a}{\Gamma_b-\Gamma_a}.
\]
A convex curve lies on or above the extension of any of its edges, so \(f_i\ge f_a+\mu_{ab}(\Gamma_i-\Gamma_a)\) for all \(i\). This says that \(\gamma(\mu_{ab})=f_a-\mu_{ab}\Gamma_a\), and therefore
\[
\gamma(\mu_{ab})+\mu_{ab}\Gamma=f_a+\mu_{ab}(\Gamma-\Gamma_a)=H(\Gamma).
\]
Thus
\[
\boxed{H(\Gamma)=\max_\mu\,[\gamma(\mu)+\mu\Gamma]} .
\]

The hull and the envelope carry the same information. A vertex of the hull is a straight piece of \(\gamma(\mu)\), that is, a stable phase. An edge is a kink of \(\gamma(\mu)\), that is, a transition at \(\mu_{ab}\), where \(\gamma_a=\gamma_b\). Since the edge slopes increase along a convex curve, each inner vertex is stable between the slopes of its two edges. The first vertex is stable below the slope of its only edge, and the last above the slope of its own.

For any phase \(j\),
\[
\gamma_j(\mu)-\gamma(\mu)=f_j-[\gamma(\mu)+\mu\Gamma_j].
\]
Minimizing over \(\mu\) maximizes the bracket, which gives
\[
\min_\mu[\gamma_j(\mu)-\gamma(\mu)]=f_j-H(\Gamma_j).
\]
The height above the hull is the closest approach of phase \(j\) to stability. If it is positive, the phase is stable at no \(\mu\).

## (f) A lattice with repelling neighbours

**Problem.** Adsorption sites form a triangular lattice of spacing 2.70 Å. One atom binds with energy \(-1.00\) eV relative to half an X\(_2\) molecule in its ground state. Pairs in the first, second and third neighbour shells contribute \(0.20\), \(0.04\) and \(-0.01\) eV. Neglect vibrations. Find the zero-temperature phase diagram for the periodic \(2\sqrt3\times2\sqrt3\) cell of 12 sites, counting pairs with all periodic images.

**Solution.** Use values per site, measured from the clean surface, with \(\theta=N/12\) in place of \(\Gamma\). If \(n_1,n_2,n_3\) count the pairs in the three shells,
\[
f=\frac{-N+0.20\,n_1+0.04\,n_2-0.01\,n_3}{12}\ \text{eV}.
\]
Enumerating all 4096 occupations and keeping the lowest energy for each \(N\) gives five hull vertices:

| \(N\) | \(\theta\) | \(n_1/n_2/n_3\) | \(f\) (eV/site) |
|---|---|---|---|
| 0 | 0 | 0/0/0 | 0 |
| 3 | 1/4 | 0/0/9 | −0.2575 |
| 6 | 1/2 | 6/6/18 | −0.3950 |
| 9 | 3/4 | 18/18/27 | −0.4125 |
| 12 | 1 | 36/36/36 | −0.3100 |

For \(N=6\), for instance, \(f=(-6+1.20+0.24-0.18)/12=-0.3950\) eV. At \(\theta=1/4\) every atom has all six third neighbours and no closer ones, which is the 2×2 order. At \(1/2\) the atoms form rows (2×1), and at \(3/4\) the vacancies form a 2×2 order.

The edge slopes are the transition potentials:
\[
\mu_{0,1/4}=\frac{-0.2575}{0.25}=-1.03\ \text{eV},
\]
\[
\mu_{1/4,1/2}=\frac{-0.3950+0.2575}{0.25}=-0.55\ \text{eV},
\]
and likewise \(-0.07\) and \(+0.41\) eV. They are equally spaced because \(n_1\) and \(n_2\) grow by 0, 6, 12 and 18 in successive steps of three atoms, while \(n_3\) grows by 9 each time. Each transition is therefore shifted by \(6(0.20+0.04)/3=0.48\) eV from the one before.

The lowest states at the other values of \(N\) all lie 2.5 meV per site above the hull. They have the \(n_1\) and \(n_2\) of the hull edge but three fewer third-shell pairs, which costs \(3\times0.01/12\) eV.

The √3×√3 order at \(\theta=1/3\) has four atoms and 12 second-shell pairs, so \(f=(-4+0.48)/12=-0.2933\) eV. The hull there is \(-0.2575-0.55/12=-0.3033\) eV. This order lies 10 meV per site too high and never appears, although it has no first-neighbour repulsion. A larger cell could add phases; the diagram is that of this cell.

The gas limits the accessible part of the diagram. For a dilute ideal gas of X\(_2\) with molecular density \(n\), thermal wavelength \(\lambda\) and internal partition function \(q\), counted from the molecular ground state,
\[
2\mu=kT\ln\frac{n\lambda^3}{q}<0,
\]
since \(n\lambda^3\ll1\) and \(q\ge1\). The full layer would need \(\mu>0.41\) eV and is out of reach. The condition \(\mu<0\) is necessary but not sufficient: whether \(-0.07\) eV can be reached while the gas is still dilute depends on the molecule and the temperature. At 600 K it cannot, as (g) shows. On a real surface the range of \(\mu\) can end earlier still, where X condenses or where a bulk compound of M and X becomes stable; neither is part of this model.

At fixed \(T\) the same formula gives \(\Delta\ln p=2\Delta\mu/kT\). At 600 K, \(kT=0.0517\) eV, and the window of the 2×2 phase spans
\[
\frac{2\times0.48}{0.0517\times2.303}\approx8.1
\]
decades of pressure, if its zero-temperature edges are used and the gas remains ideal up to the upper edge at \(-0.55\) eV, which depends on the molecule, as (g) shows.

At \(\mu=-0.30\) eV the half-covered surface is stable, with \(\gamma-\gamma_{\rm clean}=-0.395+0.150=-0.245\) eV per site. The area per site is \(\tfrac{\sqrt3}{2}(2.70)^2=6.313\) Å\(^2\), so this is \(-38.8\) meV/Å\(^2\).

## (g) The isotherm at 600 K

**Problem.** How does temperature change the staircase, and is the neglect of the gas reasonable?

**Solution.** Summing \(\Xi\) over the 4096 occupations gives

| \(\mu\) (eV) | \(\theta\) | \(\partial\theta/\partial\mu\) (1/eV) |
|---|---|---|
| −1.03 | 0.148 | 1.11 |
| −0.80 | 0.252 | 0.10 |
| −0.55 | 0.381 | 0.99 |
| −0.30 | 0.501 | 0.12 |
| −0.07 | 0.619 | 0.99 |

The steps are rounded, but the coverage still rises, as (c) requires. The slope measures fluctuations: the variance of \(N\) in the cell is \(12kT\,\partial\theta/\partial\mu\), about 0.69 at \(\mu=-1.03\) eV and 0.06 at \(-0.80\) eV. A finite sum of exponentials is smooth in \(\mu\), so this cell cannot show a true jump at \(T>0\). It does not decide whether the infinite lattice has one. The rows on the steps also depend on the cell. Cells of 16 and 20 sites that fit the 2×2 order give \(\theta=0.139\) and \(0.134\) at \(-1.03\) eV, with slopes 1.08 and 1.00 per eV, and slopes 0.94 and 0.88 per eV at \(-0.55\) eV. The plateau coverages 0.252 and 0.501 do not change.

At 1 bar and 600 K, an ideal X\(_2\) gas holds \(2p/kT\) atoms per volume. A layer 3 Å thick then contains about \(5\times10^{-4}\) atoms per site, which is small compared with the coverages in the table. This number is proportional to \(p\), so it covers only values of \(\mu\) at or below the one reached near 1 bar. For the lightest molecule, of mass 2 u, \(\lambda\approx0.50\) Å at 600 K and \(n\lambda^3\approx1.5\times10^{-6}\) at 1 bar. With \(q\ge1\) the formula of (f) then gives \(\mu\le-0.345\) eV at 1 bar, and heavier molecules lie lower. At \(\mu=-0.07\) eV it requires \(n\lambda^3\ge e^{-0.14/0.0517}\approx0.067\), which would put at least about 20 atoms per site in the same layer. The row at \(-0.07\) eV therefore describes the lattice model alone, not a surface under a dilute gas. Whether the other rows can be reached under a dilute gas depends on the molecule. For mass 2 u and \(q=1\), the row at \(-0.30\) eV needs about 6 bar, where the layer holds only about 0.003 atoms per site. At fixed \(\mu\) and \(T\) the ideal-gas pressure is proportional to \(q/\lambda^3\), so for a heavy molecule even the row at \(-0.55\) eV can require a dense gas.

## (h) Several adsorbing species

**Problem.** Does raising the chemical potential of one species raise the coverage of all?

**Solution.** With \(\Xi=\sum Z\,e^{\sum_a\mu_aN_a/kT}\), the derivatives of (c) become
\[
R_{ab}=\frac{\partial\Gamma_a}{\partial\mu_b}
=\frac{\langle N_aN_b\rangle-\langle N_a\rangle\langle N_b\rangle}{A\,kT}.
\]
This matrix is symmetric. For any real numbers \(x_a\), \(\sum_{ab}x_aR_{ab}x_b\) is the variance of \(\sum_ax_aN_a\) divided by \(AkT\), so it is not negative. Hence \(\gamma\) is jointly concave in all \(\mu_a\), and \(R_{aa}\ge0\): each species responds to its own potential without falling.

The off-diagonal elements may be negative. On a single site that holds either A or B but not both, \(\langle N_AN_B\rangle=0\), and
\[
\frac{\partial\theta_A}{\partial\mu_B}=-\frac{\theta_A\theta_B}{kT}<0 .
\]
Raising \(\mu_B\) displaces A. The coverage theorem therefore holds for each species when the other chemical potentials are kept fixed.

Numerical values quoted here were computed with a short program.
